# How many random saddle searches find all twelve escape routes?: a numerical check

```python
"""
Result under test: an adatom state has n = 12 escape saddles, and every
successful random search returns each saddle with probability 1/12.
The mean number of successful searches needed to see all saddles is
    E[N] = n * (1 + 1/2 + ... + 1/n) = 86021/2310, about 37.2.
N : successful searches until all saddles are known, repeats included
m : a fixed number of successful searches
p : probabilities that one search returns each saddle
Formulas are compared with the exact evolution of the probabilities of all
2**12 sets of known saddles, and with raw random searches.
Energies are in eV, temperature in K, rates in 1/s.
"""
from fractions import Fraction
from math import comb, sin
import numpy as np
from scipy.constants import h, k as k_boltzmann, e as charge
from scipy.integrate import quad
from scipy.special import expit

n = 12
n_sets = 2**n
sets = np.arange(n_sets)
enlarged = [sets | (1 << i) for i in range(n)]
rng = np.random.default_rng(2718)


def evolve_sets(p, steps=2000):
    """Probability of every set of known saddles after 0..steps searches."""
    history = np.zeros((steps + 1, n_sets))
    history[0, 0] = 1.0
    failure = 1.0 - np.sum(p)
    for step in range(steps):
        now = history[step]
        new = failure * now
        for i in range(n):
            new += np.bincount(enlarged[i], weights=p[i] * now,
                               minlength=n_sets)
        history[step + 1] = new
    return history


def mean_from_sets(p):
    return np.sum(1.0 - evolve_sets(p)[:, -1])


def mean_from_integral(p):
    """Mean searches for unequal p, from independent exponential times."""
    def unfinished(t):
        return 1.0 - np.prod(-np.expm1(-p * t))
    edges = np.array([0, 1, 3, 10, 20, 40, 60]) / np.min(p)
    return sum(quad(unfinished, a, b, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def complete_probability(m):
    return sum((-1)**j * comb(n, j) * (1 - j / n)**m for j in range(n + 1))


def searches_for(confidence):
    m = n
    while complete_probability(m) < confidence:
        m += 1
    return m


# Mean, variance and distribution for equally likely saddles
stage_means = [Fraction(n, n - known) for known in range(n)]
mean_exact = sum(stage_means)
mean = float(mean_exact)
variance = n**2 * sum(1 / j**2 for j in range(1, n + 1)) - mean
equal = np.full(n, 1 / n)
history = evolve_sets(equal)
unfinished = 1.0 - history[:, -1]
steps = np.arange(len(unfinished))
mean_sets = np.sum(unfinished)
variance_sets = np.sum((2 * steps + 1) * unfinished) - mean_sets**2
assert abs(mean_sets - mean) < 1e-7
assert abs(variance_sets - variance) < 1e-4
for m in (12, 20, 37, 65, 100):
    assert abs(history[m, -1] - complete_probability(m)) < 1e-10
median, m95 = searches_for(0.5), searches_for(0.95)
for m, level in ((median, 0.5), (m95, 0.95)):
    assert history[m, -1] >= level > history[m - 1, -1]

# Raw random searches: stage waits and their lack of correlation
runs = 40000
draws = rng.integers(0, n, size=(runs, 400), dtype=np.int8)
first_seen = np.empty((runs, n))
for i in range(n):
    hit = draws == i
    assert np.all(hit.any(axis=1))
    first_seen[:, i] = hit.argmax(axis=1) + 1
first_seen.sort(axis=1)
waits = np.diff(first_seen, axis=1, prepend=0)
for known in range(n):
    error = waits[:, known].std() / np.sqrt(runs)
    assert abs(waits[:, known].mean() - float(stage_means[known])) \
        < 6 * error + 1e-12
correlation = np.corrcoef(waits[:, 1:].T) - np.eye(n - 1)
assert np.max(np.abs(correlation)) < 0.03  # six standard errors
sampled_mean = first_seen[:, -1].mean()
sampled_error = first_seen[:, -1].std() / np.sqrt(runs)
assert abs(sampled_mean - mean) < 5 * sampled_error

# Rates of the model adatom
temperature = 800.0
attempt = 1.0e13
barriers = np.array([0.6, 0.6, 1.0, 1.0, 1.1, 1.1,
                     1.2, 1.2, 1.3, 1.3, 1.4, 1.4])
kT = k_boltzmann * temperature / charge
rates = attempt * np.exp(-barriers / kT)
total_rate = rates.sum()
residence = 1 / total_rate
fast_share = rates[:2].sum() / total_rate
time_factor = total_rate / (total_rate - rates[0])
clocks = rng.exponential(1 / rates, size=(200000, n))
escape_times = clocks.min(axis=1)
assert abs(escape_times.mean() / residence - 1) < 0.012
assert abs(np.mean(clocks.argmin(axis=1) < 2) - fast_share) < 0.001

# What is known after a fixed number of searches
m_stop = 37
known_bits = (sets[:, None] >> np.arange(n)) & 1
known_share = 1 - (1 - 1 / n)**m_stop
share_sets = history[m_stop] @ (known_bits @ rates) / total_rate
assert abs(share_sets - known_share) < 1e-10
missing = n * (1 - 1 / n)**m_stop
missing_sets = history[m_stop] @ (n - known_bits.sum(axis=1))
assert abs(missing_sets - missing) < 1e-10
both_fast = 1 - 2 * (1 - 1 / n)**m_stop + (1 - 2 / n)**m_stop
has_both = (sets & 3) == 3
assert abs(history[m_stop, has_both].sum() - both_fast) < 1e-10
mean_fast = n * (1 + 1 / 2)
mean_fast_sets = np.sum(1 - history[:, has_both].sum(axis=1))
assert abs(mean_fast_sets - mean_fast) < 1e-7
del history

# Unequal finding probabilities and failed searches
two_groups = np.array([2.0] * 6 + [1.0] * 6)
two_groups /= two_groups.sum()
one_rare = np.array([10.0] * 11 + [1.0])
one_rare /= one_rare.sum()
mean_groups = mean_from_integral(two_groups)
mean_rare = mean_from_integral(one_rare)
assert abs(mean_from_integral(equal) - mean) < 1e-5
assert abs(mean_from_sets(two_groups) - mean_groups) < 1e-4
assert abs(mean_from_sets(one_rare) - mean_rare) < 1e-4
for trial in range(20):
    weights = rng.uniform(0.3, 3.0, n)
    assert mean_from_integral(weights / weights.sum()) > mean
success = 0.6
launched = mean / success
assert abs(mean_from_sets(success * equal) - launched) < 1e-5

# Physical effects left out of the rates
slow_boost = 10.0
boosted_share = rates[:2].sum() / (rates[:2].sum()
                                   + slow_boost * rates[2:].sum())
u = h * attempt / (k_boltzmann * temperature)
tunnelling = (u / 2) / sin(u / 2)


def thermal_flux(x):
    return np.exp(-x) * expit(2 * np.pi * x / u)


tunnelling_quad = (quad(thermal_flux, -10, 0, limit=200)[0]
                   + quad(thermal_flux, 0, 60, limit=200)[0])
assert abs(tunnelling_quad - tunnelling) < 1e-7
deposition = 1.0
nearby_sites = 100
arrivals = deposition * nearby_sites * residence

print(f"Number of escape saddles: {n}")
print("Mean wait for each new saddle (searches):")
for start in range(0, n, 4):
    print("  " + ", ".join(f"{float(w):.4f}"
                           for w in stage_means[start:start + 4]))
print(f"Harmonic sum H_12: {mean / n:.6f}")
print(f"Mean searches, exact fraction: {mean_exact}")
print(f"Mean searches, decimal: {mean:.4f}")
print(f"Mean from evolution of all sets: {mean_sets:.4f}")
print(f"Sampled mean ({runs} runs): {sampled_mean:.2f}"
      f" +- {sampled_error:.2f}")
print(f"Variance of N (searches^2): {variance:.2f}")
print(f"Standard deviation of N (searches): {variance**0.5:.2f}")
print(f"Median, first m with P >= 0.5: {median} searches")
print(f"First m with P >= 0.95: {m95} searches")
print(f"Fixed number of searches m: {m_stop}")
print(f"P(all 12 known) at m: {complete_probability(m_stop):.4f}")
print(f"Mean number of saddles missing at m: {missing:.4f}")
print(f"P(one named saddle missing) at m: {1 - known_share:.4f}")
print(f"Mean known share of total rate at m: {known_share:.4f}")
print(f"P(both fast saddles known) at m: {both_fast:.4f}")
print(f"Mean searches to know both fast: {mean_fast:.1f}")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Attempt frequency: {attempt:.1e} 1/s")
print("Barriers (eV), two saddles each:")
print("  " + ", ".join(f"{b:.2f}" for b in barriers[::2]))
print(f"Rate of one fast hop: {rates[0]:.3e} 1/s")
print(f"Rate of one 1.00 eV event: {rates[2]:.3e} 1/s")
print(f"Total escape rate: {total_rate:.3e} 1/s")
print(f"Mean residence time: {residence * 1e9:.4f} ns")
print(f"Share of escapes by two fast saddles: {fast_share:.5f}")
print(f"Residence time factor, one fast missed: {time_factor:.3f}")
print(f"Mean, six saddles twice as likely: {mean_groups:.2f} searches")
print(f"Mean, one saddle ten times rarer: {mean_rare:.2f} searches")
print(f"Success fraction of launched searches: {success:.2f}")
print(f"Mean launched searches: {launched:.2f}")
print(f"Fast share, slow prefactors x{slow_boost:.0f}:"
      f" {boosted_share:.4f}")
print(f"h*frequency/kT: {u:.4f}")
print(f"Tunnelling factor on a rate: {tunnelling:.4f}")
print(f"Deposition rate: {deposition:.1f} monolayer/s")
print(f"Arrivals on {nearby_sites} sites per residence: {arrivals:.2e}")
print("all assertions hold")
```

Printed output:

```
Number of escape saddles: 12
Mean wait for each new saddle (searches):
  1.0000, 1.0909, 1.2000, 1.3333
  1.5000, 1.7143, 2.0000, 2.4000
  3.0000, 4.0000, 6.0000, 12.0000
Harmonic sum H_12: 3.103211
Mean searches, exact fraction: 86021/2310
Mean searches, decimal: 37.2385
Mean from evolution of all sets: 37.2385
Sampled mean (40000 runs): 37.18 +- 0.07
Variance of N (searches^2): 188.12
Standard deviation of N (searches): 13.72
Median, first m with P >= 0.5: 35 searches
First m with P >= 0.95: 63 searches
Fixed number of searches m: 37
P(all 12 known) at m: 0.5928
Mean number of saddles missing at m: 0.4797
P(one named saddle missing) at m: 0.0400
Mean known share of total rate at m: 0.9600
P(both fast saddles known) at m: 0.9212
Mean searches to know both fast: 18.0
Temperature: 800 K; kT: 0.06894 eV
Attempt frequency: 1.0e+13 1/s
Barriers (eV), two saddles each:
  0.60, 1.00, 1.10, 1.20, 1.30, 1.40
Rate of one fast hop: 1.660e+09 1/s
Rate of one 1.00 eV event: 5.015e+06 1/s
Total escape rate: 3.334e+09 1/s
Mean residence time: 0.3000 ns
Share of escapes by two fast saddles: 0.99607
Residence time factor, one fast missed: 1.992
Mean, six saddles twice as likely: 45.76 searches
Mean, one saddle ten times rarer: 116.20 searches
Success fraction of launched searches: 0.60
Mean launched searches: 62.06
Fast share, slow prefactors x10: 0.9621
h*frequency/kT: 0.5999
Tunnelling factor on a rate: 1.0152
Deposition rate: 1.0 monolayer/s
Arrivals on 100 sites per residence: 3.00e-08
all assertions hold
```
